# Nuclear Gradients of Density-Fitted MP2 with a Fitted Hartree–Fock Reference: test program

```python
# Density-fitted (DF) closed-shell MP2 gradient, reference also fitted. Result under test:
#  dE/dx = Vnn^x + D.h^x - W.S^x + sum_sets [ G3^P_mn (mn|P)^x + G2^PQ V^x_PQ ],  G2 = -1/2 c.G3
# V=(P|Q), c=V^-1(Q|mn); sets: JK (Fock matrix), RI (ia|jb). T amplitudes, Tt=2T-T(a<->b),
# Y^P_ia=Tt c^P_jb, P unrelaxed density, z Z-vector, Pbar=P+z, D0=2CoCo^T, D=D0+Pbar,
# Dp=D0/2+Pbar, X=dL/dU for C->C(1+U), W=(X+X^T)/4, G[D]=J-K/2.
# RI: G3=4 Co Y Cv^T.  JK: G3=Dp d0+D0 dp-Dp c D0.  Work in atomic units, output in SI.
import os
os.environ["OMP_NUM_THREADS"] = "1"
import numpy as np
from scipy.linalg import cholesky, solve_triangular, cho_solve, eigh, expm
from scipy.constants import physical_constants as pc, e as qe
from pyscf import gto, lib, ao2mo
from pyscf.df.incore import aux_e2
from pyscf.scf import hf

a0 = pc["Bohr radius"][0]; Eh = pc["Hartree energy"][0]
aJ = Eh*1e18; nN = Eh/a0*1e9; dip = qe*a0*1e30
sym = ["B", "B", "Mg"]
R_pm = np.array([[0., 0, 0], [160., 0, 0], [70., 220., 0]])
R0 = R_pm*1e-12/a0
names = {"AO": "def2-svp", "JK": "def2-universal-jkfit", "RI": "def2-svp-ri"}
bas = {k: {s: gto.basis.load(v, s) for s in set(sym)} for k, v in names.items()}
ein = lambda *a: np.einsum(*a, optimize=True)

def integrals(R):
    m = {k: gto.M(atom=[(s, tuple(r)) for s, r in zip(sym, R)], basis=bas[k],
                  unit="Bohr", verbose=0) for k in bas}
    mol = m["AO"]
    d = {"m": m, "S": mol.intor("int1e_ovlp"), "Vnn": mol.energy_nuc(),
         "h": mol.intor("int1e_kin") + mol.intor("int1e_nuc")}
    for k in ("JK", "RI"):
        d["I"+k] = lib.unpack_tril(np.ascontiguousarray(aux_e2(mol, m[k], "int3c2e", aosym="s2ij").T))
        d["V"+k] = m[k].intor("int2c2e")
        d["L"+k] = cholesky(d["V"+k], lower=True)
    I = d["IJK"]
    d["B"] = np.ascontiguousarray(solve_triangular(d["LJK"], I.reshape(len(I), -1), lower=True)).reshape(I.shape)
    return d

ref = integrals(R0); mol = ref["m"]["AO"]
n = mol.nao; no = mol.nelectron//2; nv = n - no

def mo3(X, Ca, Cb):
    return np.matmul(Ca.T, (X.reshape(-1, n) @ Cb).reshape(len(X), n, -1))
def Gmat(B, D):
    Bf = B.reshape(len(B), -1)
    J = ((Bf @ D.ravel()) @ Bf).reshape(n, n)
    t = (B.reshape(-1, n) @ D).reshape(B.shape)
    return J - 0.5*(t.transpose(1, 0, 2).reshape(n, -1) @ B.reshape(-1, n))
def fock(d, C):
    Co = C[:, :no]; B = d["B"]; D = 2*Co @ Co.T; Bf = B.reshape(len(B), -1)
    J = ((Bf @ D.ravel()) @ Bf).reshape(n, n)
    M = (B.reshape(-1, n) @ Co).reshape(len(B), n, no).transpose(1, 0, 2).reshape(n, -1)
    F = d["h"] + J - M @ M.T
    return F, 0.5*np.sum(D*(d["h"] + F)) + d["Vnn"]
def canon(C, F):
    f = C.T @ F @ C
    eo, uo = eigh(f[:no, :no]); ev, uv = eigh(f[no:, no:])
    return np.hstack([C[:, :no] @ uo, C[:, no:] @ uv]), np.r_[eo, ev]
def rotate(C, x):
    K = np.zeros((n, n)); K[no:, :no] = x.reshape(nv, no); K[:no, no:] = -x.reshape(nv, no).T
    return C @ expm(K)
def hessian(d, C, eps):
    B = mo3(d["B"], C, C); p = len(B)
    vo = B[:, no:, :no].reshape(p, -1)
    aibj = (vo.T @ vo).reshape(nv, no, nv, no)
    abij = (B[:, no:, no:].reshape(p, -1).T @ B[:, :no, :no].reshape(p, -1)).reshape(nv, nv, no, no)
    A = (4*aibj - abij.transpose(0, 2, 1, 3) - aibj.transpose(0, 3, 2, 1)).reshape(nv*no, -1)
    return A + np.diag((eps[no:, None] - eps[None, :no]).ravel())
def ovov(I, L, C):
    b = solve_triangular(L, mo3(I, C[:, :no], C[:, no:]).reshape(len(I), -1), lower=True)
    return (b.T @ b).reshape(no, nv, no, nv)
def tilde(T): return 2*T - T.transpose(0, 3, 2, 1)
def amps(K, eps):
    de = eps[:no, None] - eps[None, no:]
    return K/(de[:, :, None, None] + de[None, None, :, :])

# reference SCF: DIIS, then safeguarded Newton minimisation
S = ref["S"]; D = hf.init_guess_by_minao(mol)
C = eigh(ref["h"] + Gmat(ref["B"], D), S)[1]
Fs, Es = [], []
for it in range(40):
    F, E = fock(ref, C); D = 2*C[:, :no] @ C[:, :no].T
    err = F @ D @ S - S @ D @ F
    if abs(err).max() < 1e-5: break
    Fs = (Fs + [F])[-8:]; Es = (Es + [err.ravel()])[-8:]; k = len(Fs)
    M = -np.ones((k+1, k+1)); M[k, k] = 0; M[:k, :k] = np.array(Es) @ np.array(Es).T
    M[:k, :k] /= np.abs(M[:k, :k]).max()
    w = np.linalg.lstsq(M, np.r_[np.zeros(k), -1.], rcond=None)[0][:k]
    C = eigh(sum(a*b for a, b in zip(w, Fs)), S)[1]
for it in range(50):
    F, Ehf = fock(ref, C); C, eps = canon(C, F)
    g = (C[:, no:].T @ F @ C[:, :no]).ravel()
    A = hessian(ref, C, eps); w, v = eigh(A)
    if abs(g).max() < 1e-10 and w[0] > 0: break
    gk = v.T @ g; st = -gk/np.maximum(abs(w), 1e-3)
    if w[0] < 0: st[0] += 0.1*(-1.0 if gk[0] > 0 else 1.0)
    x = v @ st; x *= min(1.0, 0.4/np.linalg.norm(x))
    for _ in range(10):
        Cn = rotate(C, x)
        if fock(ref, Cn)[1] < Ehf + 1e-9: break
        x = x/2
    C = Cn
assert abs(g).max() < 1e-10 and w[0] > 0 and eps[no] > eps[no-1]
Ainv = (v/w) @ v.T; hess_min = w[0]
Co, Cv = C[:, :no], C[:, no:]; D0 = 2*Co @ Co.T; fmo = C.T @ F @ C

def reconverged(d):
    s, u = eigh(C.T @ d["S"] @ C); Cd = C @ (u/np.sqrt(s)) @ u.T
    for _ in range(60):
        Fd, Ed = fock(d, Cd); gd = (Cd[:, no:].T @ Fd @ Cd[:, :no]).ravel()
        if abs(gd).max() < 1e-10: break
        Cd = rotate(Cd, -Ainv @ gd)
    assert abs(gd).max() < 1e-10
    Cd, ed = canon(Cd, Fd); Kd = ovov(d["IRI"], d["LRI"], Cd)
    return Ed, Ed + np.sum(tilde(amps(Kd, ed))*Kd)

K = ovov(ref["IRI"], ref["LRI"], C); T = amps(K, eps); Tt = tilde(T); Ec = np.sum(Tt*K)
# four-centre check of the fitted energies
eri = mol.intor("int2e", aosym="s8"); vj, vk = hf.dot_eri_dm(eri, D0, hermi=1)
Ehf4 = np.sum(D0*(ref["h"] + 0.5*vj - 0.25*vk)) + ref["Vnn"]
K4 = ao2mo.incore.general(eri, (Co, Cv, Co, Cv), compact=False).reshape(K.shape)
Ec4 = np.sum(tilde(amps(K4, eps))*K4)
assert abs(Ehf4 - Ehf) < 2e-3 and abs(Ec4 - Ec) < 0.01*abs(Ec)

# Hylleraas functional in randomly rotated orbitals
def dens(T):
    P = np.zeros((n, n)); t = tilde(T)
    P[:no, :no] = -2*ein("iakb,jakb->ij", t, T); P[no:, no:] = 2*ein("iajc,ibjc->ab", t, T)
    return P
def fock_on(T, f):
    fo, fv = f[:no, :no], f[no:, no:]
    return (ein("ac,icjb->iajb", fv, T) + ein("bc,iajc->iajb", fv, T)
            - ein("ki,kajb->iajb", fo, T) - ein("kj,iakb->iajb", fo, T))
rng = np.random.default_rng(1)
qo = np.linalg.qr(rng.normal(size=(no, no)))[0]; qv = np.linalg.qr(rng.normal(size=(nv, nv)))[0]
Cr = np.hstack([Co @ qo, Cv @ qv]); fr = Cr.T @ F @ Cr; Kr = ovov(ref["IRI"], ref["LRI"], Cr)
Tr = ein("iajb,ik,ac,jl,bd->kcld", T, qo, qv, qo, qv)
EH = lambda t: np.sum(tilde(t)*(2*Kr + fock_on(t, fr)))
dT = rng.normal(size=T.shape)*1e-5; dT = dT + dT.transpose(2, 3, 0, 1)
assert abs(EH(Tr) - Ec) < 1e-9 and abs(EH(Tr+dT) - EH(Tr-dT)) < 1e-10 and EH(Tr+dT) > Ec + 1e-7
Tx = Tr + 100*dT
assert abs(np.sum(dens(Tx)*fr) - np.sum(tilde(Tx)*fock_on(Tx, fr))) < 1e-9
P = dens(T); assert abs(np.trace(P)) < 1e-12 and abs(P - P.T).max() < 1e-12

# Z-vector and orbital derivative
c = {k: np.ascontiguousarray(cho_solve((ref["L"+k], True), ref["I"+k].reshape(len(ref["I"+k]), -1))
     ).reshape(ref["I"+k].shape) for k in ("JK", "RI")}
Imo = mo3(ref["IRI"], C, C); nri = len(Imo)
Y = (mo3(c["RI"], Co, Cv).reshape(nri, -1) @ Tt.reshape(no*nv, -1).T).reshape(nri, no, nv)
Gmo = lambda Pm: C.T @ Gmat(ref["B"], C @ Pm @ C.T) @ C
Lai = (2*Gmo(P)[no:, :no] + 2*ein("Pab,Pib->ai", Imo[:, no:, no:], Y)
       - 2*ein("Pij,Pja->ai", Imo[:, :no, :no], Y))
z = np.linalg.solve(A, -Lai.ravel()).reshape(nv, no)
Pbar = P.copy(); Pbar[no:, :no] = z; Pbar[:no, no:] = z.T
def Xmat(Pm, Ym):
    X = 2*fmo @ Pm
    X[:, :no] += 4*fmo[:, :no] + 4*Gmo(Pm)[:, :no] + 4*ein("Ppa,Pia->pi", Imo[:, :, no:], Ym)
    X[:, no:] += 4*ein("Ppi,Pia->pa", Imo[:, :, :no], Ym)
    return X
X = Xmat(Pbar, Y); Xu = Xmat(P, Y); au = Xu - Xu.T
def lagr(Cx):
    Fx, Ex = fock(ref, Cx)
    return Ex + np.sum(Pbar*(Cx.T @ Fx @ Cx)) + 2*np.sum(Tt*ovov(ref["IRI"], ref["LRI"], Cx))
sten = lambda f, s: (8*(f(s) - f(-s)) - (f(2*s) - f(-2*s)))/(12*s)
U = 0.1*rng.normal(size=(n, n))   # functional is quartic in U: the stencil is exact
assert abs(sten(lambda s: lagr(C + s*C @ U), 1e-2) - np.sum(X*U)) < 1e-7
assert abs(au[:no, :no]).max() < 1e-8 and abs(au[no:, no:]).max() < 1e-8
assert abs(au[no:, :no]).max() > 1e-4 and abs(X - X.T).max() < 1e-8

# finite field test of the relaxed density
r = mol.intor("int1e_r"); Z = mol.atom_charges(); mun = Z @ R0
mu = lambda Pm: mun[:2] - ein("xmn,mn->x", r, D0 + C @ Pm @ C.T)[:2]
mu_ff = np.array([mun[k] - sten(lambda s: reconverged(dict(ref, h=ref["h"] + s*r[k]))[1], 5e-4)
                  for k in range(2)])
assert abs(mu_ff - mu(Pbar)).max() < 1e-5 and abs(mu_ff - mu(P)).max() > 1e-3

# analytic gradient
ipS = mol.intor("int1e_ipovlp"); iph = mol.intor("int1e_ipkin") + mol.intor("int1e_ipnuc")
ipv = []
for a in range(3):
    with mol.with_rinv_at_nucleus(a): ipv.append(-Z[a]*mol.intor("int1e_iprinv"))
dI = {k: (aux_e2(mol, ref["m"][k], "int3c2e_ip1", aosym="s1", comp=3),
          aux_e2(mol, ref["m"][k], "int3c2e_ip2", aosym="s1", comp=3),
          ref["m"][k].intor("int2c2e_ip1")) for k in c}
peratom = lambda m, t: np.array([t[:, p:q].sum(1) for p, q in m.aoslice_by_atom()[:, 2:]])
def gradient(Pm, Ym):
    Xm = Xmat(Pm, Ym); W = C @ (Xm + Xm.T) @ C.T/4
    Pa = C @ Pm @ C.T; Dt = D0 + Pa; Dp = D0/2 + Pa; cj = c["JK"]
    d0 = ein("Pmn,mn->P", cj, D0); dp = ein("Pmn,mn->P", cj, Dp)
    G3 = {"JK": d0[:, None, None]*Dp + dp[:, None, None]*D0 - np.matmul(np.matmul(Dp, cj), D0),
          "RI": 4*np.matmul(np.matmul(Co, Ym), Cv.T)}
    t = {"Vnn": np.array([sum(-Z[a]*Z[b]*(R0[a]-R0[b])/np.linalg.norm(R0[a]-R0[b])**3
                              for b in range(3) if b != a) for a in range(3)])}
    t["D.h"] = (-2*peratom(mol, np.einsum("xmn,mn->xm", iph, Dt))
                + 2*np.array([np.einsum("xmn,mn->x", q, Dt) for q in ipv]))
    t["-W.S"] = 2*peratom(mol, np.einsum("xmn,mn->xm", ipS, W))
    sums = {}
    for k in c:
        g3 = 0.5*(G3[k] + G3[k].transpose(0, 2, 1)); p = len(g3)
        g2 = -0.5*c[k].reshape(p, -1) @ g3.reshape(p, -1).T
        assert abs(g2 - g2.T).max() <= 1e-8*max(abs(g2).max(), 1e-30)
        i1, i2, iv = dI[k]; am = ref["m"][k]
        t[k+" 3-idx"] = (-2*peratom(mol, np.einsum("xmnP,Pmn->xm", i1, g3))
                         - peratom(am, np.einsum("xmnP,Pmn->xP", i2, g3)))
        t[k+" metric"] = -peratom(am, np.einsum("xPQ,PQ->xP", iv, g2 + g2.T))
        sums[k] = (np.sum(g3*ref["I"+k]), np.sum(g2*ref["V"+k]))
    return t, W, Dt, Dp, sums
terms, W, Dt, Dp, sums = gradient(Pbar, Y)
gtot = sum(terms.values())
ghf = sum(gradient(0*P, 0*Y)[0].values()); gnoz = sum(gradient(P, Y)[0].values())
gnomet = gtot - terms["JK metric"] - terms["RI metric"]

def sep(I, L):   # tr Dp G[D0] from the definition of the fitted integrals
    p = len(I); If = I.reshape(p, -1)
    coul = (If @ Dp.ravel()) @ cho_solve((L, True), If @ D0.ravel())
    b = solve_triangular(L, (I.reshape(-1, n) @ Co).reshape(p, -1), lower=True).reshape(p, n, no)
    return coul - np.sum(np.matmul(Dp, b)*b)
E4jk = sep(ref["IJK"], ref["LJK"])
assert abs(sums["RI"][0] - 4*Ec) < 1e-8 and abs(sums["RI"][1] + 2*Ec) < 1e-8
assert abs(sums["JK"][0] - 2*E4jk) < 1e-6 and abs(sums["JK"][1] + E4jk) < 1e-6

# fitted energies I V^-1 I at frozen densities, analytic in I and V (usable with a complex step)
def e4_jk(I, V):
    p = len(I); If = I.reshape(p, -1)
    Io = (I.reshape(-1, n) @ Co).reshape(p, n, no)
    sol = np.linalg.solve(V, np.column_stack([If @ D0.ravel(), Io.reshape(p, -1)]))
    return (If @ Dp.ravel()) @ sol[:, 0] - np.sum(np.matmul(Dp, Io).reshape(p, -1)*sol[:, 1:])
def e4_ri(I, V):
    Iov = mo3(I, Co, Cv).reshape(len(I), -1)
    return 2*np.sum(Tt.reshape(no*nv, -1)*(Iov.T @ np.linalg.solve(V, Iov)))
e4 = {"JK": e4_jk, "RI": e4_ri}
def pieces(d):   # plain functions of geometry, densities frozen except in HF and MP2
    e1, e2 = reconverged(d)
    return {"Vnn": d["Vnn"], "D.h": np.sum(Dt*d["h"]), "-W.S": -np.sum(W*d["S"]),
            "JK both": sep(d["IJK"], d["LJK"]), "RI both": 2*np.sum(Tt*ovov(d["IRI"], d["LRI"], C)),
            "JK I only": sep(d["IJK"], ref["LJK"]), "HF": e1, "MP2": e2}
h = 1e-3; cs = 1e-20; fd = {}
for a in range(3):
    for k in range(2):
        dR = np.zeros((3, 3)); dR[a, k] = h
        dplus, dminus = integrals(R0 + dR), integrals(R0 - dR)
        pp, pm = pieces(dplus), pieces(dminus)
        val = {key: (pp[key] - pm[key])/(2*h) for key in pp}
        for s_ in e4:   # difference the integrals, carry them through I V^-1 I by complex step
            Ix = (dplus["I"+s_] - dminus["I"+s_])/(2*h); Vx = (dplus["V"+s_] - dminus["V"+s_])/(2*h)
            val[s_+" 3-idx"] = e4[s_](ref["I"+s_] + 1j*cs*Ix, ref["V"+s_] + 0j).imag/cs
            val[s_+" metric"] = e4[s_](ref["I"+s_], ref["V"+s_] + 1j*cs*Vx).imag/cs
        for key in val: fd.setdefault(key, np.zeros((3, 2)))[a, k] = val[key]
# tolerances set by the h^2 truncation error of the central difference
dev = {k: abs(terms[k][:, :2] - fd[k]).max() for k in terms}
for k in terms:
    assert dev[k] < 2e-6 + 5e-6*abs(terms[k]).max(), (k, dev[k])
    assert abs(terms[k].sum(0)).max() < 1e-7, k
dev_both = {}
for k in e4:
    both = terms[k+" 3-idx"] + terms[k+" metric"]
    dev_both[k] = abs(both[:, :2] - fd[k+" both"]).max()
    assert dev_both[k] < 2e-6 + 5e-6*abs(both).max(), (k, dev_both[k])
dev_onesided = abs(terms["JK 3-idx"][:, :2] - fd["JK I only"]).max()
e_tot = abs(gtot[:, :2] - fd["MP2"]).max(); e_hf = abs(ghf[:, :2] - fd["HF"]).max()
e_noz = abs(gnoz[:, :2] - fd["MP2"]).max(); e_nomet = abs(gnomet[:, :2] - fd["MP2"]).max()
assert e_tot < 3e-6 and e_hf < 3e-6 and e_noz > 1e-4 and e_nomet > 1e-4, (e_tot, e_hf, e_noz, e_nomet)
torque = lambda gr: np.cross(R0, gr).sum(0)
assert abs(torque(gtot)).max() < 1e-6 and abs(torque(gnomet)).max() > 1e-5
assert abs(gtot[:, 2]).max() < 1e-7

print("MgB2 molecule, DF-RHF/DF-MP2,", names["AO"], names["JK"], names["RI"])
for s, q in zip(sym, R_pm): print(f"{s:2s} position x,y = {q[0]:.1f}, {q[1]:.1f} pm")
print(f"nAO={n} nocc={no} nvir={nv} nJK={len(c['JK'])} nRI={nri}")
print(f"1 Eh = {aJ:.6f} aJ, 1 Eh/a0 = {nN:.4f} nN, FD step = {h*a0*1e12:.5f} pm")
print(f"cond V: JK {np.linalg.cond(ref['VJK']):.2e}, RI {np.linalg.cond(ref['VRI']):.2e}")
print(f"E(DF-RHF) = {Ehf*aJ:.5f} aJ; four-centre minus DF = {(Ehf4-Ehf)*aJ:.2e} aJ")
print(f"E_corr = {Ec*aJ:.6f} aJ; four-centre minus DF = {(Ec4-Ec)*aJ:.2e} aJ")
print(f"E(DF-MP2) = {(Ehf+Ec)*aJ:.5f} aJ = {Ehf+Ec:.6f} Eh")
print(f"HOMO-LUMO gap = {(eps[no]-eps[no-1])*aJ:.4f} aJ")
print(f"lowest Z-vector matrix eigenvalue = {hess_min*aJ:.4f} aJ")
print(f"tr P_vv = {np.trace(P[no:, no:]):.6f}, tr P_oo = {np.trace(P[:no, :no]):.6f}")
print(f"norm L = {np.linalg.norm(Lai)*aJ:.5f} aJ, norm z = {np.linalg.norm(z):.5f}, max|z| = {abs(z).max():.5f}")
print(f"max|X-X^T|: z=0 {abs(au).max()*aJ:.2e} aJ, with z {abs(X-X.T).max()*aJ:.1e} aJ")
print(f"RI sums: G3.I = {sums['RI'][0]*aJ:.6f} aJ, G2.V = {sums['RI'][1]*aJ:.6f} aJ")
print(f"JK sums: G3.I = {sums['JK'][0]*aJ:.4f}, G2.V = {sums['JK'][1]*aJ:.4f}, E4 = {E4jk*aJ:.4f} aJ")
for lab, m_ in (("RHF", mu(0*P)), ("unrelaxed", mu(P)), ("relaxed", mu(Pbar)), ("finite field", mu_ff)):
    print(f"dipole {lab:12s} x,y = {m_[0]*dip:.4f}, {m_[1]*dip:.4f} e-30 C m")
print("gradient in nN:  B1x B1y B2x B2y Mgx Mgy")
row = lambda lab, gr, u=nN, p=4: print(f"{lab:11s}" + "".join(f"{q*u:11.{p}f}" for q in gr[:, :2].ravel()))
for k in terms: row(k, terms[k])
row("total", gtot); row("FD MP2", fd["MP2"]); row("RHF", ghf); row("corr part", gtot - ghf)
row("z=0", gnoz); row("no metric", gnomet); row("tot Eh/a0", gtot, 1.0, 6)
print(f"max dev from FD: MP2 {e_tot*nN:.1e} nN, RHF {e_hf*nN:.1e} nN")
print(f"max dev from FD, single terms: {max(dev.values())*nN:.1e} nN")
print(f"max dev, 3-idx+metric moved together: JK {dev_both['JK']*nN:.1e} nN, RI {dev_both['RI']*nN:.1e} nN")
print(f"plain FD with JK metric frozen, dev of 3-idx term: {dev_onesided*nN:.1e} nN")
print(f"max dev from FD: z=0 {e_noz*nN:.4f} nN, no metric {e_nomet*nN:.4f} nN")
print(f"max net force of any term = {max(abs(t.sum(0)).max() for t in terms.values())*nN:.1e} nN")
print(f"torque z: total {torque(gtot)[2]*aJ:.1e} aJ, no metric {torque(gnomet)[2]*aJ:.4f} aJ")
print("done: every assertion held")
```

Running it gives:

```
MgB2 molecule, DF-RHF/DF-MP2, def2-svp def2-universal-jkfit def2-svp-ri
B  position x,y = 0.0, 0.0 pm
B  position x,y = 160.0, 0.0 pm
Mg position x,y = 70.0, 220.0 pm
nAO=46 nocc=11 nvir=35 nJK=262 nRI=140
1 Eh = 4.359745 aJ, 1 Eh/a0 = 82.3872 nN, FD step = 0.05292 pm
cond V: JK 1.25e+08, RI 1.04e+06
E(DF-RHF) = -1083.77209 aJ; four-centre minus DF = -1.35e-04 aJ
E_corr = -0.934827 aJ; four-centre minus DF = -2.41e-05 aJ
E(DF-MP2) = -1084.70692 aJ = -248.800558 Eh
HOMO-LUMO gap = 0.9969 aJ
lowest Z-vector matrix eigenvalue = 0.0127 aJ
tr P_vv = 0.351264, tr P_oo = -0.351264
norm L = 0.47853 aJ, norm z = 6.88072, max|z| = 6.57717
max|X-X^T|: z=0 3.26e-01 aJ, with z 2.6e-09 aJ
RI sums: G3.I = -3.739309 aJ, G2.V = 1.869655 aJ
JK sums: G3.I = 1143.4203, G2.V = -571.7101, E4 = 571.7101 aJ
dipole RHF          x,y = -0.9680, 18.6004 e-30 C m
dipole unrelaxed    x,y = -0.9239, 18.0705 e-30 C m
dipole relaxed      x,y = -0.1011, 4.2016 e-30 C m
dipole finite field x,y = -0.1011, 4.2016 e-30 C m
gradient in nN:  B1x B1y B2x B2y Mgx Mgy
Vnn           304.0451   247.4830  -318.0654   226.7584    14.0202  -474.2414
D.h         -1255.0034  -621.8053  1298.9573  -587.4773   -43.9539  1209.2826
-W.S           38.8352     7.4586   -39.5471     7.5304     0.7118   -14.9891
JK 3-idx     1129.7354   619.2229 -1173.4801   571.8577    43.7446 -1191.0807
JK metric    -230.7847  -255.2470   245.8494  -222.2253   -15.0647   477.4723
RI 3-idx        2.2480     0.9678    -2.2569     0.8059     0.0090    -1.7736
RI metric      -0.4490    -0.3892     0.4644    -0.3865    -0.0155     0.7757
total         -11.3732    -2.3092    11.9217    -3.1366    -0.5484     5.4459
FD MP2        -11.3732    -2.3092    11.9217    -3.1366    -0.5484     5.4459
RHF            -0.5636    -0.5422     0.7677    -0.9205    -0.2041     1.4628
corr part     -10.8096    -1.7670    11.1540    -2.2161    -0.3444     3.9831
z=0             3.6269     0.1326    -3.4664    -0.3870    -0.1605     0.2544
no metric     219.8604   253.3269  -234.3921   219.4752    14.5318  -472.8021
tot Eh/a0    -0.138046  -0.028029   0.144703  -0.038072  -0.006657   0.066101
max dev from FD: MP2 2.6e-06 nN, RHF 4.5e-06 nN
max dev from FD, single terms: 2.4e-05 nN
max dev, 3-idx+metric moved together: JK 7.4e-06 nN, RI 5.7e-08 nN
plain FD with JK metric frozen, dev of 3-idx term: 6.5e-01 nN
max dev from FD: z=0 15.3881 nN, no metric 478.2480 nN
max net force of any term = 1.3e-12 nN
torque z: total -1.2e-11 aJ, no metric -1.1771 aJ
done: every assertion held
```
